\section*{Temperature of the polarizability maximum for a two-well dipole}

\section{The problem}

A polar group in a solid can sit in one of two wells of equal statistical weight. Along a fixed axis its dipole component is $+p$ in the lower well and $-p$ in the upper well. Without a field the well energies are $-\Delta/2$ and $+\Delta/2$, so $\Delta>0$ is the full energy difference and $2p$ is the full change of dipole in a hop. Both are independent of temperature. A weak static field $F$ acts along the axis, and the group is in thermal equilibrium at temperature $T$. Motion inside a well is ignored.

\begin{enumerate}
\item[(a)] Find the linear polarizability $\alpha=(\partial\langle\mu\rangle/\partial F)_{F=0}$, where $\langle\mu\rangle$ is the thermal mean of the dipole component.
\item[(b)] Show that $\alpha$ has a single maximum as a function of $T$, and that it lies where $k_BT$ is about $0.65\,\Delta$.
\item[(c)] Find the height of the maximum and describe how sharp it is.
\item[(d)] A porous organosilicate film, of the kind used as a low-permittivity insulator between metal lines, contains hydroxyl groups bound to silicon (silanols). Model them with $\Delta=40$~meV, $p=1.0$~debye $=0.02082\,e\,$nm, a density $N=1.0$~nm$^{-3}$ and randomly oriented axes. Find the temperature of the maximum and the amount the groups add to the relative permittivity. Then judge which neglected effects matter.
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item The energy of a dipole component $\mu$ in the field is $-\mu F$. Write both well energies with the field present, and watch how the field changes their difference.
\item A ratio of two-term Boltzmann sums is a hyperbolic tangent.
\item Before differentiating with respect to $T$, look at the hot and cold limits. They show that a maximum must exist.
\item Use $x=\Delta/(2k_BT)$ as the variable and differentiate the logarithm of $\alpha$. The resulting equation has no elementary solution, but two trial values and a straight line between them are enough.
\item For (d), a tilted axis feels only part of the field, and only part of its induced dipole points along the field.
\end{enumerate}

\section{Full solution}

\subsection{(a) The polarizability}

In the field the two energies are
\begin{equation}
E_{\rm low}=-\left(\frac{\Delta}{2}+pF\right),\qquad
E_{\rm high}=+\left(\frac{\Delta}{2}+pF\right).
\end{equation}
A positive field lowers the lower well and raises the upper one, so the difference grows to $\Delta+2pF$. With $u=(\Delta+2pF)/(2k_BT)$ the Boltzmann weights are $e^{u}$ and $e^{-u}$, and
\begin{equation}
\langle\mu\rangle=\frac{p\,e^{u}-p\,e^{-u}}{e^{u}+e^{-u}}=p\tanh u .
\end{equation}
Since $\partial u/\partial F=p/(k_BT)$ and the derivative of $\tanh u$ is $\operatorname{sech}^2u$,
\begin{equation}
\alpha=\frac{p^2}{k_BT}\,\operatorname{sech}^2\!\left(\frac{\Delta}{2k_BT}\right).
\label{alpha}
\end{equation}

The two factors have separate meanings. At zero field $\mu^2=p^2$ in both wells, so the variance of the dipole is
\begin{equation}
\langle\mu^2\rangle-\langle\mu\rangle^2=p^2(1-\tanh^2x)=p^2\operatorname{sech}^2x,
\qquad x=\frac{\Delta}{2k_BT}.
\end{equation}
The polarizability is this variance divided by $k_BT$. Heating increases the variance, because the upper well fills, but it also weakens the bias that a given field can impose.

The linear result requires $pF\ll k_BT$. It also requires the field to change slowly compared with hopping, so that the populations stay in equilibrium.

\subsection{(b) The maximum}

When $k_BT\gg\Delta$, $x\to0$ and $\operatorname{sech}^2x\to1$, so
\begin{equation}
\alpha\simeq\frac{p^2}{k_BT}.
\end{equation}
This is the Curie law, which falls on heating. When $k_BT\ll\Delta$, $\cosh x\simeq e^{x}/2$, so $\operatorname{sech}^2x\simeq4e^{-2x}$ and
\begin{equation}
\alpha\simeq\frac{4p^2}{k_BT}\,e^{-\Delta/k_BT}.
\end{equation}
The exponential wins over $1/T$, and $\alpha$ vanishes on cooling: the dipoles are locked in the lower well. Since $\alpha$ is positive and tends to zero at both ends, it has a maximum between them.

To locate it, substitute $1/(k_BT)=2x/\Delta$ in \eqref{alpha}:
\begin{equation}
\alpha=\frac{2p^2}{\Delta}\,x\operatorname{sech}^2x .
\label{alphax}
\end{equation}
With $\Delta$ fixed, $x$ is a steadily falling function of $T$, so a maximum in $x$ is a maximum in $T$. The logarithm is $\ln\alpha=\text{const}+\ln x-2\ln\cosh x$, and therefore
\begin{equation}
\frac{d\ln\alpha}{dx}=\frac1x-2\tanh x=0
\quad\Longrightarrow\quad x\tanh x=\frac12 .
\label{root}
\end{equation}
The left side of the last equation has derivative $\tanh x+x\operatorname{sech}^2x>0$ for $x>0$. It rises from zero without bound, so it equals $1/2$ once. Below that root $d\ln\alpha/dx$ is positive and above it negative, so the single stationary point is the maximum.

For the number, try two values:
\begin{align}
x=0.75:&\quad x\tanh x=0.75\times0.6351=0.4764,\\
x=0.80:&\quad x\tanh x=0.80\times0.6640=0.5312 .
\end{align}
A straight line between them reaches $0.5$ at
\begin{equation}
x\simeq0.75+0.05\times\frac{0.5000-0.4764}{0.5312-0.4764}=0.7715 .
\end{equation}
Solving \eqref{root} numerically gives $x_*=0.7717$. Hence
\begin{equation}
\boxed{\;\frac{k_BT_*}{\Delta}=\frac{1}{2x_*}=0.648\;}
\end{equation}
The dipole $p$ has dropped out: it sets the height of the curve and not the position of its maximum. The number does depend on the definition of $\Delta$. If the well energies were written $\pm\Delta$, the same temperature would read $k_BT_*=1.30\,\Delta$.

\subsection{(c) Height and width}

Let $t=k_BT_*/\Delta=1/(2x_*)$. Equation \eqref{root} says $\tanh x_*=1/(2x_*)=t$, so $\operatorname{sech}^2x_*=1-t^2$. Putting this and $2x_*=1/t$ in \eqref{alphax} gives
\begin{equation}
\alpha_*=\frac{p^2}{\Delta}\,\frac{1-t^2}{t}
=\frac{p^2}{\Delta}\left(\frac1t-t\right)=0.895\,\frac{p^2}{\Delta}.
\end{equation}
The upper well then holds a fraction $(1-\tanh x_*)/2=(1-0.648)/2=0.18$ of the groups. The maximum comes well before the populations are equal.

For the width, use $\ln x$ as the variable, because $\ln x=\text{const}-\ln T$. The first derivative of $\ln\alpha$ is $1-2x\tanh x$. The second is
\begin{equation}
\frac{d^2\ln\alpha}{d(\ln x)^2}=-2x\tanh x-2x^2\operatorname{sech}^2x .
\end{equation}
At the maximum $2x_*\tanh x_*=1$ and $\operatorname{sech}^2x_*=1-1/(4x_*^2)$, so this equals $-1-2x_*^2+\tfrac12=-(2x_*^2+\tfrac12)=-1.69$. To second order,
\begin{equation}
\frac{\alpha}{\alpha_*}\simeq1-0.85\left(\ln\frac{T}{T_*}\right)^2 .
\end{equation}
A temperature 10\% away from $T_*$ costs less than 1\% of the polarizability. The maximum is broad.

\subsection{(d) The silanol model}

The thermal energy at the maximum is $0.648\times40=25.9$~meV. Dividing by $k_B=0.08617$~meV/K gives
\begin{equation}
T_*=301~\text{K}.
\end{equation}
The polarizability along the axis is
\begin{equation}
\alpha_*=0.895\times\frac{(0.02082)^2}{0.040}
=0.0097~e\,\text{nm}^2/\text{V}.
\end{equation}
With $e/\epsilon_0=18.10$~V\,nm this is $\alpha_*/\epsilon_0=0.176$~nm$^3$.

If an axis makes an angle $\theta$ with the field, the field along the axis is $F\cos\theta$ and the induced dipole is $\alpha F\cos\theta$. Its component along the field is $\alpha F\cos^2\theta$. For random axes the mean of $\cos^2\theta$ is $\tfrac12\int_{-1}^{1}c^2\,dc=\tfrac13$, and the permanent parts $p\tanh x$ cancel. The added polarization is $N\alpha F/3$. Neglecting for now the difference between local and average field,
\begin{equation}
\delta k=\frac{N\alpha}{3\epsilon_0},\qquad
\delta k_*=\frac{1.0\times0.176}{3}=0.059 .
\label{dk}
\end{equation}
Equations \eqref{alpha} and \eqref{dk} give $0.049$ at 200~K and $0.055$ at 400~K. Half the maximum is reached at 140~K and at 981~K. The upper point belongs to the formula and not to a film, since silanols condense and release water on strong heating.

\paragraph{Effects on the size.} Take a host of relative permittivity $k=2.5$ and place each group in a small empty spherical cavity. The field in the cavity is $G=3k/(2k+1)=1.25$ times the average field. The coupling energy becomes $-G\mu F$, so $p$ is replaced by $Gp$ in the response to the average field, and $\delta k$ is multiplied by $G^2=1.56$, which makes it about $0.09$. The factor depends on the picture of the cavity: if the cavity holds polarizable matter like the host, as in Onsager's theory, it is $[(k+2)/3]^2=2.25$ and $\delta k$ is about $0.13$. Of the corrections worked out here, the local field changes the static size at $T_*$ the most. It leaves $T_*$ alone if $k$ does not vary with temperature.

Strong fields matter less. Let $\delta=GpF/(k_BT)$. The part of $\tanh(x+\delta)$ that is odd in $\delta$ is, to third order,
\begin{equation}
\delta\operatorname{sech}^2x\left[1+\frac{\delta^2}{3}\left(3\tanh^2x-1\right)\right].
\end{equation}
At $T_*$ and 1~MV/cm ($0.1$~V/nm) along the axis, $\delta=0.10$, and the bracket exceeds one by $0.09\%$. At 5~MV/cm, a rough scale for breakdown, the full Boltzmann average gives a rise of $1.5\%$.

\paragraph{Effects on the position.} Each change below is made alone, with the other parameters held fixed, and the new maximum is found numerically. It is to be compared with 301~K.
\begin{itemize}
\item A Gaussian spread of $\Delta$ with standard deviation 10~meV gives 286~K.
\item An upper well with 1.2 times the statistical weight of the lower one, as when it is softer, also gives 286~K.
\item A third orientation gives about 260~K. Here three dipoles of size $p$ lie in a plane, $120^\circ$ apart, and two of them are higher in energy by $\Delta$.
\item Wells of finite width give 293~K in classical statistics. The energy is $V(1-s^2)^2-\Delta s/2$ with dipole $ps$ and $V=0.30$~eV.
\item A proton moving in that same potential, with the wells $d=0.15$~nm apart, gives 286~K by numerical diagonalization. Its two lowest levels differ by 38.2~meV instead of 40~meV.
\end{itemize}
The last case includes tunnelling. In the untilted potential ($\Delta=0$) tunnelling splits the lowest pair by only $7\times10^{-6}$~eV, far less than $\Delta$, so it hardly mixes the wells.

A neighbour also shifts $\Delta$. On its own axis, at distance $r$, a dipole $p$ produces the field $2p/(4\pi\epsilon_0kr^3)$. This changes the energy difference of an aligned group by $2p$ times the field, which is 1.0~meV at $r=1$~nm. The shift grows as $1/r^3$. At 0.55~nm, the mean distance to the nearest neighbour when groups are placed at random with $N=1.0$~nm$^{-3}$, the same formula gives about 6~meV. These are the largest shifts at each distance, for an aligned neighbour on the axis, and they leave out the cavity; with empty cavities both are multiplied by $G^2$, which gives about 9~meV at 0.55~nm. Neighbours therefore add to the spread of $\Delta$, most of all in a heavily damaged film.

\paragraph{The model and a real film.} A relative permittivity near 2.5 and a dipole of order one debye are reasonable for silanols in such films. One group per cubic nanometre stands for heavy damage, and $\delta k$ scales down in proportion for a lightly damaged film. The value $\Delta=40$~meV was chosen and not measured, and it places the maximum near room temperature. The barrier of 0.30~eV was also chosen, and it stands for a group strongly hindered by its surroundings, for example by hydrogen bonds. A free silanol turns about its Si--O bond over a barrier of only a few hundredths of an electronvolt or less. At room temperature it is not confined to two wells, and the model does not describe it. For hindered groups a single $\Delta$ is still an idealization, because the surroundings in an amorphous solid differ from site to site. A modest spread moves the maximum by 15~K, and a broad one can remove it, as Variation~1 shows. Adsorbed water is a different case: its molecules have more than two orientations, and their number changes as the film is heated.

\section{Variation 1: a flat spread of energy differences}

\textbf{Question.} Let $\Delta$ be spread evenly between $0$ and $W$, with the same $p$ for every group. Does the maximum survive?

\textbf{Solution.} Average \eqref{alpha} over $\Delta$, using $y=\Delta/(2k_BT)$ and $d\Delta=2k_BT\,dy$:
\begin{align}
\overline{\alpha}
&=\frac1W\int_0^W\frac{p^2}{k_BT}\operatorname{sech}^2\!\left(\frac{\Delta}{2k_BT}\right)d\Delta\\
&=\frac{2p^2}{W}\int_0^{W/2k_BT}\operatorname{sech}^2y\,dy
=\frac{2p^2}{W}\tanh\!\left(\frac{W}{2k_BT}\right).
\end{align}
Heating reduces the argument of the tangent, so $\overline\alpha$ falls at every temperature and has no maximum. At $k_BT\ll W$ it tends to the constant $2p^2/W$. The groups able to respond are those with $\Delta$ up to a few $k_BT$. Their number grows as $T$ while the response of each falls as $1/T$, and the two trends cancel. At $k_BT\gg W$ the Curie law $p^2/(k_BT)$ returns.

Take $W=80$~meV, so that the mean of $\Delta$ is still 40~meV, and keep $N$ and $p$. Equation \eqref{dk} with $\overline\alpha$ gives $\delta k=0.065$ at 100~K and $0.060$ at 300~K. The fixed-$\Delta$ model instead falls below half its maximum at 100~K. These are equilibrium values; at low temperature hopping may be too slow for a measurement to reach them.

\section{Variation 2: a field that alternates}

\textbf{Question.} The wells are separated by a barrier $V$, measured from the mean of the two well energies and unaffected by the field. A group attempts to cross at rate $\nu$. Where is the maximum of the in-phase response at angular frequency $\omega$?

\textbf{Solution.} With $u$ as in part (a), the rates out of the lower and upper wells are
\begin{equation}
w_\uparrow=\nu e^{-V/k_BT}e^{-u},\qquad
w_\downarrow=\nu e^{-V/k_BT}e^{u}.
\end{equation}
Let $m$ be the lower population minus the upper one, so the populations are $(1\pm m)/2$. Each upward hop changes $m$ by $-2$ and each downward hop by $+2$, which gives
\begin{align}
\dot m&=-w_\uparrow(1+m)+w_\downarrow(1-m)\\
&=-(w_\uparrow+w_\downarrow)(m-\tanh u).
\end{align}
In a weak field write $m=\tanh x+\delta m$. The bracket vanishes at zero field, so the change of the total rate does not enter at first order:
\begin{equation}
\tau\,\dot{\delta m}=-\delta m+\frac{pF}{k_BT}\operatorname{sech}^2x,
\qquad \frac1\tau=2\nu e^{-V/k_BT}\cosh x .
\end{equation}
For $F\propto e^{-i\omega t}$ the response is the static one divided by $1-i\omega\tau$. The real part gives
\begin{equation}
\alpha'(\omega)=\frac{\alpha}{1+\omega^2\tau^2}.
\end{equation}

With $\beta=1/(k_BT)$ and $\nu$ constant, $d\ln\tau/d\beta=V-(\Delta/2)\tanh x$. This is positive when $V>\Delta/2$, so heating shortens $\tau$. Up to $T_*$ the static $\alpha$ does not fall and the frequency factor rises, so the maximum of $\alpha'$ lies above $T_*$.

For the silanol model take $V=0.30$~eV and the quartic well of part (d). Near its minimum the energy is $4V(s-1)^2$, and $s$ changes by one over a length $d/2$. Equating this to $\tfrac12m_p\omega_0^2(\text{displacement})^2$, with $m_p$ the proton mass, gives $\omega_0^2=8V/[m_p(d/2)^2]$ and $\nu=\omega_0/2\pi=3.2\times10^{13}$~Hz. At $T_*$ the hopping time is
\begin{equation}
\tau=\frac{e^{0.300/0.02592}}{2\times3.22\times10^{13}\times\cosh0.7717}
=1.3\times10^{-9}~\text{s}.
\end{equation}
At 1~MHz, $\omega\tau\simeq0.008$ and the maximum stays at 301~K. At 1~GHz, $\omega\tau\simeq8$: the in-phase response at 301~K is only $1.6\%$ of its static value, and numerical maximization puts the maximum near 450~K. The rule $k_BT_*\simeq0.65\,\Delta$ therefore applies to a measurement with $\omega\tau\ll1$ around $T_*$. The condition is strict, because $\tau$ changes steeply with temperature: in this example $\omega\tau=0.1$ at $T_*$ already moves the maximum to about 315~K. Because $\tau$ depends exponentially on $V$, a different barrier would move the frequency at which the rule fails. The rate used here is also classical. For a proton, zero-point motion and tunnelling make the hopping faster, in this one-dimensional well by a factor of about 4 at 301~K and about 2 at 450~K. At 1~GHz this raises the in-phase response at 301~K to roughly $20\%$ of its static value and brings the maximum down to about 410~K, so the classical numbers show the direction of the effect and not its size.

All numerical values are calculated from the stated model.
